# Fumi's Theorem for the Energy of an Impurity

## The energy of an impurity in an electron gas

Replace one ion of a simple metal by an ion of another kind. The conduction electrons now move in an additional, localized potential, and every one-electron level shifts. In a large metal each level of the continuum moves by a vanishing amount, but the number of levels grows with the size of the metal, and the sum of the shifts stays finite. Fumi's theorem expresses this sum through the scattering phase shifts at energies up to the Fermi level.

The phrase "energy at fixed chemical potential" needs care. An attractive impurity connected to a reservoir draws in electrons, each of which brings energy of order $\mu$. The theorem gives the change of the grand potential $\Omega=E-\mu N$, from which this supply is subtracted, and not the change of $E$ at fixed $\mu$.

### Model and statement

The electrons are independent, have spin 1/2, and are at zero temperature. They fill a sphere of radius $R$ with a hard wall. At its centre is a fixed, bounded, piecewise continuous potential $V(r)$ that vanishes for $r>a$. We use Hartree atomic units, so that $E=k^2/2$ and $\mu=k_F^2/2>0$. The radial functions $u(r)$, with $u(0)=u(R)=0$, obey

$$u''=\left[\frac{l(l+1)}{r^2}+2V(r)-2E\right]u. \tag{1}$$

Each radial level has degeneracy $2(2l+1)$, the factor 2 being spin. $\Delta$ denotes the value with $V$ minus the value without it. The theorem states that for $R\to\infty$ at fixed $\mu$

$$\Delta\Omega=2\sum_b(2l_b+1)\,\varepsilon_b-\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\int_0^{\mu}\delta_l(E)\,dE, \tag{2}$$

where $b$ labels the bound radial levels, $\varepsilon_b<0$, and $\delta_l$ is the continuous branch of the phase shift that vanishes at high energy. Without bound states the second term stands alone.

### From level energies to level numbers

At zero temperature a level $\varepsilon$ contributes $\varepsilon-\mu$ to $\Omega$ if $\varepsilon<\mu$, and nothing otherwise. This contribution is $-\int_{-\infty}^{\mu}\Theta(E-\varepsilon)\,dE$, with $\Theta$ the unit step. Let $N_l(E)$ be the number of radial levels below $E$ for one spin and one $m$. Summing over levels gives

$$\Delta\Omega=2\sum_l(2l+1)\,\Delta\Omega_l,\qquad \Delta\Omega_l=-\int_{-\infty}^{\mu}\Delta N_l(E)\,dE. \tag{3}$$

We therefore have to count levels.

**Levels and nodes.** Let $u(r,E)$ be the solution of (1) that starts as $r^{l+1}$, and let $w=\partial u/\partial E$. Differentiating (1) with respect to $E$ gives $w''=[\dots]w-2u$, with the same bracket. Hence $(u'w-uw')'=u''w-uw''=2u^2$, and

$$u'w-uw'=2\int_0^r u^2\,dr'>0. \tag{4}$$

At a node $u=0$, so $u'w>0$, and the node moves at the rate $dr/dE=-w/u'<0$. Nodes move inward as $E$ rises. They cannot merge, because they are simple, nor reach the origin, where $u\sim r^{l+1}$. At very low $E$ there are none. A new node enters at $R$ each time $u(R,E)=0$, that is, each time $E$ passes a level. Thus $N_l(E)$ equals the number of nodes of $u$ in $(0,R)$.

**Nodes and phases.** For $E>0$ define $\hat\jmath_l(x)=xj_l(x)$ and $\hat n_l(x)=xy_l(x)$, whose Wronskian is $\hat\jmath_l\hat n_l'-\hat\jmath_l'\hat n_l=1$. Write

$$\hat\jmath_l=M_l\sin\theta_l,\qquad \hat n_l=-M_l\cos\theta_l,\qquad \theta_l(0)=0. \tag{5}$$

Inserting (5) in the Wronskian gives $M_l^2\theta_l'=1$. At large $x$, $\theta_l=x-l\pi/2+O(1/x)$, up to a multiple of $2\pi$ that plays no part below.

Inside the potential we let amplitude and phase depend on $r$. With $c=\cos\delta_l(r)$, $s=\sin\delta_l(r)$ and Riccati functions of argument $kr$, set

$$u=Af,\quad u'=kA\dot f,\quad f=c\hat\jmath_l-s\hat n_l,\quad \dot f=c\hat\jmath_l'-s\hat n_l'. \tag{6}$$

Let also $g=s\hat\jmath_l+c\hat n_l$ and $\dot g=s\hat\jmath_l'+c\hat n_l'$. The two equations for $u$ and $u'$ agree if $A'f=A\delta_l'g$. Differentiating $u'$ and using the free radial equation for $\hat\jmath_l$ and $\hat n_l$, equation (1) becomes $k(A'\dot f-A\delta_l'\dot g)=2VAf$. Multiply this by $f$ and replace $A'f$:

$$k\delta_l'\,(g\dot f-f\dot g)=2Vf^2 .$$

Multiplying out, the terms in $cs$ cancel and $f\dot g-g\dot f=(c^2+s^2)(\hat\jmath_l\hat n_l'-\hat\jmath_l'\hat n_l)=1$. Therefore

$$\frac{d\delta_l}{dr}=-\frac{2V(r)}{k}f^2,\qquad \delta_l(r=0)=0. \tag{7}$$

Attraction makes the phase grow. Beyond $r=a$ it keeps the value $\delta_l(E)$, the phase shift.

By (5), $f=M_l\sin\Phi$ with $\Phi=\theta_l(kr)+\delta_l(r)$. The amplitude $A$ never vanishes, since $u$ and $u'$ are never zero together, so nodes occur where $\Phi$ is a multiple of $\pi$. From (7),

$$\Phi'=\frac{k}{M_l^2}-\frac{2V}{k}M_l^2\sin^2\Phi, \tag{8}$$

which is positive at each such point. Each multiple of $\pi$ is crossed once, upward. Since $\Phi$ starts just above zero, the number of nodes in $(0,R)$ is the integer part of $\Phi(R)/\pi$. For $E>0$, away from the levels themselves,

$$\Delta N_l(E)=\left\lfloor\frac{\theta_l(kR)+\delta_l(E)}{\pi}\right\rfloor-\left\lfloor\frac{\theta_l(kR)}{\pi}\right\rfloor. \tag{9}$$

This holds at finite $R>a$.

**The branch.** Equation (7) leaves no freedom to add multiples of $\pi$. To find the high-energy limit, put $x=kr$, so that $d\delta_l/dx=-(2V/k^2)f^2$. On a fixed interval $0<x<x_0$ ending before the first zero of $\hat\jmath_l$, the potential enters (1) as $2V/k^2\to0$. There $u$ tends to the free solution and the phase to zero. For $x>x_0$, $f^2\le M_l^2$ is bounded, and the remaining phase is at most a constant times $k^{-1}\int_0^a|V|\,dr$. Hence $\delta_l\to0$ as $E\to\infty$.

At the other end, let the zero-energy solution outside $V$ be $\alpha r^{l+1}+\beta r^{-l}$ with $\alpha\ne0$, and let it have $n_l$ nodes. By the node count this is the number of bound levels. Matching at small $k$ gives $\tan\delta_l=O(k^{2l+1})$, so $\delta_l$ tends to a multiple of $\pi$. At a fixed radius beyond the last node, $\Phi$ lies between $n_l\pi$ and $(n_l+1)\pi$ while $\theta_l\to0$, which leaves these two values. Far enough out $\alpha r^{l+1}$ dominates, so $\cos\delta_l$ has the sign $(-1)^{n_l}$ of $u$, and this selects

$$\delta_l(0^+)=n_l\pi. \tag{10}$$

The threshold case $\alpha=0$ can change this limiting value, but not the method of counting in (9).

### The limit of a large sphere

Write a fixed number as $s=m+q$, with $m$ an integer and $0\le q<1$. For $0\le x<1$, the difference $\lfloor x+s\rfloor-\lfloor x\rfloor$ is $m$ when $x<1-q$ and $m+1$ otherwise. Its mean over $x$ is

$$m(1-q)+(m+1)q=s. \tag{11}$$

In (9), $\theta_l(kR)$ advances by $\pi$ when $E$ changes by about $\pi k/R$. Over this interval $\delta_l(E)$ and $k$ change by amounts that vanish as $R\to\infty$, at any $E$ above a fixed $\eta>0$. We may then apply (11) period by period with $s=\delta_l/\pi$. The range $0<E<\eta$ contributes at most a constant times $\eta$, because $|\Delta N_l|\le|\delta_l|/\pi+1$. Letting $R\to\infty$ and then $\eta\to0$,

$$\int_0^\mu\Delta N_l\,dE\;\longrightarrow\;\frac1\pi\int_0^\mu\delta_l(E)\,dE. \tag{12}$$

There are no free levels at negative energy. With the potential, the negative levels in the sphere tend to the bound levels, and each contributes $\int_{\varepsilon_b}^0dE=-\varepsilon_b$ to the integral of $\Delta N_l$. Equation (3) then gives, for one spin and one $m$,

$$\Delta\Omega_l\to\sum_{b\,\in\,l}\varepsilon_b-\frac1\pi\int_0^\mu\delta_l\,dE. \tag{13}$$

The same result can be read as a sum of level shifts. When there are no bound states, the wall condition moves a level from $k$ to about $k-\delta_l/R$, so its energy changes by $-k\delta_l/R$. There are $R\,dk/\pi$ levels in $dk$, and the sum is $-\pi^{-1}\int k\delta_l\,dk=-\pi^{-1}\int\delta_l\,dE$.

### The sum over angular momentum

The limit (13) holds for each $l$. To sum it we need a bound that does not depend on $R$. The occupation of all levels below $\mu$ minimizes $E-\mu N$. Using the free occupied states as trial states for the perturbed problem, and the reverse, gives

$$\int_0^a V \rho_l\,dr\;\le\;\Delta\Omega_l\;\le\;\int_0^a V \rho_l^0\,dr, \tag{14}$$

where $\rho_l$ and $\rho_l^0$ are the sums of normalized $u^2$ over occupied levels with and without $V$.

For an occupied level $1\le e^{t(\mu-\varepsilon)}$ with any $t>0$. Hence $\rho_l(r)\le e^{t\mu}K_t(r,r)$, where $K_t$ is the kernel of $e^{-tH_l}$ and $H_l$ is the radial Hamiltonian. Let $v\ge0$ be the greatest depth of $V$, so $V\ge-v$. By the maximum principle for the diffusion equation, the wall lowers $K_t$ and the potential raises it by at most a factor $e^{tv}$. The free kernel without a wall is

$$\frac2\pi\int_0^\infty\hat\jmath_l(kr)^2e^{-tk^2/2}dk=\frac rt\,e^{-r^2/t}I_{l+1/2}\!\left(\frac{r^2}{t}\right), \tag{15}$$

by Weber's integral for two Bessel functions. With $I_\nu(x)\le(x/2)^\nu e^x/\Gamma(\nu+1)$, both sides of (14) are bounded:

$$|\Delta\Omega_l|\le\frac{e^{t(\mu+v)}}{\Gamma(l+\frac32)}\int_0^a|V|\,\frac rt\left(\frac{r^2}{2t}\right)^{l+1/2}dr. \tag{16}$$

The gamma function makes the sum with weight $2l+1$ converge uniformly in $R$. The limit may be taken term by term, and (13) inserted in (3) gives (2). This proves the theorem.

Physically, an electron of large $l$ and energy below $\mu$ is kept outside the impurity by the centrifugal barrier.

### Electron number and energy at fixed $\mu$

Since $\partial\Omega/\partial\mu=-N$, differentiating (2) gives

$$\Delta N=\frac2\pi\sum_l(2l+1)\,\delta_l(\mu), \tag{17}$$

the Friedel sum rule. In a single sphere $\Delta N$ is an integer that jumps as levels pass $\mu$; (17) is its average over a small window of $\mu$, taken after $R\to\infty$. The corresponding energy change is $\Delta E_\mu=\Delta\Omega+\mu\Delta N$. Integration by parts, $\mu\delta_l(\mu)-\int_0^\mu\delta_l\,dE=\int_0^\mu E\,\delta_l'(E)\,dE$, gives

$$\Delta E_\mu=2\sum_b(2l_b+1)\varepsilon_b+\frac2\pi\sum_l(2l+1)\int_0^\mu E\,\frac{d\delta_l}{dE}\,dE. \tag{18}$$

This is the energy weighted with the change in the density of states. It differs from (2) whenever $\Delta N\ne0$.

### Fixed electron number

For an isolated metal $N$ is fixed. Let $N$ electrons fill all free levels below $\mu$, and let $\mu'$ be the highest occupied level when the same $N$ electrons fill the perturbed levels. For any chemical potential $\nu$, the minimum property gives $E(N)\ge\Omega(\nu)+\nu N$, with equality when $\nu$ is the Fermi level of the $N$ electrons. Equality for the free gas at $\mu$, with the inequality for the perturbed gas, gives the left side below. Exchanging the roles at $\mu'$ gives the right side:

$$\Delta\Omega(\mu)\le\Delta E_N\le\Delta\Omega(\mu'). \tag{19}$$

It remains to show that $\mu'\to\mu$. For small $\eta>0$, the mean of $\Delta N$ over $[\mu+\eta,\mu+2\eta]$ is $[\Delta\Omega(\mu+\eta)-\Delta\Omega(\mu+2\eta)]/\eta$, which stays bounded as $R\to\infty$. The free gas has of order $R^3\eta$ more levels below this window than below $\mu$. The perturbed gas can therefore hold more than $N$ electrons below $\mu+2\eta$, and $\mu'\le\mu+2\eta$. The same argument below $\mu$ gives $\mu'\ge\mu-2\eta$.

Each $\Delta\Omega_l$ has a slope in $\mu$ bounded by $|\delta_l|/\pi+1$, and the tail in $l$ is uniformly small by (16). Hence $\Delta\Omega(\mu')$ and $\Delta\Omega(\mu)$ have the same limit, and $\Delta E_N\to\Delta\Omega$. The formula is thus the energy change at fixed number and the grand-potential change at fixed $\mu$.

### Weak potentials

To first order in $V$, set $\delta_l=0$ on the right of (7):

$$\delta_l\simeq-\frac2k\int_0^aV\hat\jmath_l(kr)^2dr=-2k\int_0^aVj_l(kr)^2r^2dr. \tag{20}$$

The identity $\sum_l(2l+1)j_l^2=1$ gives $\sum_l(2l+1)\delta_l\simeq-2k\int Vr^2dr=-(k/2\pi)\int V\,d^3r$. With $dE=k\,dk$, (2) becomes

$$\Delta\Omega\simeq\frac{1}{\pi^2}\int_0^{k_F}k^2dk\int V\,d^3r=\frac{k_F^3}{3\pi^2}\int V\,d^3r, \tag{21}$$

the free density times the integrated potential. This is the result of first-order perturbation theory, and it checks the sign and the factor in (2). By the right side of (14), summed over $l$ for $R\to\infty$, the first-order energy is also an upper bound on $\Delta\Omega$.

### Two square wells

Take $V=-V_0$ for $r<a$, with $a=2$ bohr and $k_F=1$ per bohr, so $\mu=0.5$ hartree. For $l=0$ the solution is $\sin Kr$ inside, with $K=\sqrt{k^2+2V_0}$, and $\sin(kr+\delta_0)$ outside. Continuity of $u'/u$ gives

$$K\cot Ka=k\cot(ka+\delta_0), \tag{22}$$

and the node count chooses the branch. Higher $l$ are matched in the same way with $\hat\jmath_l$ and $\hat n_l$.

**Shallow well.** For $V_0=0.2$ hartree there is no bound state. The integrals $\int_0^\mu\delta_l\,dE$ for $l=0,1,2$ are 0.27629, 0.04723 and 0.00365. Multiplication by $-2(2l+1)/\pi$ gives $-0.1759$, $-0.0902$ and $-0.0116$ hartree; $l=3$ adds $-0.0008$. The sum is

$$\Delta\Omega=-0.2785\ \text{hartree}=-7.58\ \text{eV}.$$

The free gas has 1.132 electrons within the well radius, so the first-order energy is $-0.2\times1.132=-0.226$ hartree. The true value lies below it, as the bound requires.

The phase shifts at $k_F$ give $\Delta N=0.739$, hence $\Delta E_\mu=-0.2785+0.5\times0.739=+0.091$ hartree. The energy at fixed $\mu$ rises although the well is attractive, because electrons have been added.

**Deep well.** For $V_0=1$ hartree there is one bound $s$ level at $-0.3772$ hartree, and $\delta_0$ starts from $\pi$. The phase-shift terms for $l=0$ to 3 are $-0.585$, $-1.380$, $-0.107$ and $-0.005$ hartree, and their sum is $-2.077$. The two electrons in the bound level add $2\times(-0.3772)=-0.754$:

$$\Delta\Omega=-2.831\ \text{hartree}=-77.04\ \text{eV}.$$

The $p$ wave gives the largest part: its phase shift rises through $\pi/2$ near $k=0.51$ per bohr, peaks at 1.77 rad near $k=0.68$ and has fallen only to 1.593 rad at $k_F$, so it is large over most of the energy range, and it carries three values of $m$.

**Comparison with level sums.** The radial Hamiltonians were also diagonalized on a grid in spheres of radius 80.0 to 85.5 bohr, without use of phase shifts. In single spheres $\Delta\Omega$ varies from $-0.282$ to $-0.274$ hartree for the shallow well and from $-2.852$ to $-2.813$ for the deep one. This is the finite-size effect of the last, incomplete period in (12). An average over the radii reduces it and gives $-0.2785$ and $-2.833$ hartree. The deep-well value differs from the theorem by 0.07 percent of the latter. Almost all of this is discretization error: the grid lowers the deep-well values by about 0.002 hartree, so their last digit is not converged, and levels taken from the exact matching condition in the same spheres give an average of $-2.8313$ hartree. Without the bound-level term the discrepancy would be about 0.76 hartree.

At fixed $N$, the smallest sphere gives $\Delta E_N=-0.2764$ hartree against $\Delta\Omega=-0.2786$ in the same sphere for the shallow well, and $-2.849$ against $-2.852$ for the deep one. The order agrees with (19).

The sphere values of $\Delta N$, averaged over the radii and over a window $\mu\pm0.05$ hartree, are 0.758 and 4.672, against 0.739 and 4.663 from (17). For the shallow well this is a difference of 2.5 percent of the phase-shift value, much larger than that in $\Delta\Omega$. These means were sampled at 400 values of $\mu$, spaced $2.5\times10^{-4}$ hartree, while for $l\ge2$ the level shifts $k\delta_l/R$ of the shallow well in this window are below $4\times10^{-4}$ hartree, so that at most a few samples fall between a free level and its shifted partner. The exact window mean is the difference of $\Delta\Omega$ at the two window edges divided by the width 0.1 hartree. Evaluated with the same grid levels, it gives 0.739 and 4.663, to be compared with the mean of (17) over the same window, 0.739 and 4.667. For the shallow well the difference therefore comes almost entirely from the sampling in $\mu$, not from the grid or the finite size of the spheres. For the deep well a remainder of about 0.004 is left that the sampling does not explain. The numerical output below gives the remaining values.

### Conditions of use

The proof needs a potential of finite range. A bare Coulomb potential does not satisfy this condition: its logarithmic phase never settles to a constant, and screening must be included before phase shifts of the present kind can be used.

The potential was also held fixed. In a self-consistent mean-field calculation, (2) can be used if the self-consistent change of potential is negligible beyond a finite radius. It then gives the change in the sum of one-electron energies minus $\mu$ times the number of electrons added. For an impurity whose valence differs by $Z$, this condition requires a neutral metal: $Z$ electrons are added, screening makes $\Delta N=Z$, and the sum itself changes by (18). At fixed $N$ the metal would be charged and the change of potential would not be of finite range. The sum of one-electron energies counts the electron-electron interaction twice, so the total impurity energy needs the usual double-counting correction, together with the change in the electrostatic energy of the ions.

## Calculated quantities

```
well radius a = 2.0 bohr; k_F = 1.0 per bohr
chemical potential mu = 0.500 hartree
free electrons inside well radius = 1.1318
sphere radii = 80.00 to 85.53 bohr
grid step = 0.0494 bohr; number of radii = 15
largest level-condition error = 0.0031 (units of pi)
largest variable-phase error = 4.7e-07 rad
weak well: depth 0.001 hartree, ratio to first order 1.00107
bound on all l >= 8, deep well = 4.1e-06 hartree
shallow well: depth = 0.2 hartree
  l=0: delta(k_F)=0.45000 rad, integral=0.276289, term=-0.175891 hartree
  l=1: delta(k_F)=0.19468 rad, integral=0.047225, term=-0.090193 hartree
  l=2: delta(k_F)=0.02321 rad, integral=0.003647, term=-0.011610 hartree
  l=3: delta(k_F)=0.00151 rad, integral=0.000179, term=-0.000799 hartree
  l=4: delta(k_F)=0.00006 rad, integral=0.000006, term=-0.000035 hartree
  first-order energy = -0.22635 hartree
  theorem: dOmega = -0.27853 hartree = -7.579 eV
  spheres, averaged: dOmega = -0.27846 hartree
  single spheres: -0.2819 to -0.2744 hartree
  dN at fixed mu: phase shifts 0.7393, spheres 0.7576
  dE at fixed mu: phase shifts 0.0911, spheres 0.1006 hartree
  smallest sphere: dE at fixed N = -0.27640, dOmega = -0.27864 hartree
deep well: depth = 1.0 hartree
  l=0: delta(k_F)=1.33219 rad, integral=0.918963, term=-0.585030 hartree
  l=1: delta(k_F)=1.59333 rad, integral=0.722481, term=-1.379836 hartree
  l=2: delta(k_F)=0.22793 rad, integral=0.033461, term=-0.106511 hartree
  l=3: delta(k_F)=0.00983 rad, integral=0.001149, term=-0.005118 hartree
  l=4: delta(k_F)=0.00036 rad, integral=0.000035, term=-0.000198 hartree
  bound s level = -0.377201 hartree
  phase-shift part alone = -2.07670 hartree
  theorem: dOmega = -2.83110 hartree = -77.038 eV
  spheres, averaged: dOmega = -2.83304 hartree
  single spheres: -2.8515 to -2.8126 hartree
  dN at fixed mu: phase shifts 4.6626, spheres 4.6721
  dE at fixed mu: phase shifts -0.4998, spheres -0.4961 hartree
  smallest sphere: dE at fixed N = -2.84928, dOmega = -2.85153 hartree
electrons in smallest sphere = 69208
```
